Specific heat of glasses from tunnelling systems: temperature and measuring time

A model glass at 0.1 K has a heat capacity of 1.05 eV/(K µm³) if the heat it takes up is counted for 10 ms after a small temperature step, 1.47 if it is counted for 1 s, and 1.90 if it is counted for 100 s. Apart from rounding, each factor of one hundred in time adds the same 0.42. At a fixed time of 1 s, going from 0.05 K to 0.1 K multiplies the heat capacity by 2.30, a little more than the factor 2 of a linear law and far below the factor 8 of phonons. Both features follow from atoms or groups of atoms that tunnel between two nearby positions, once the disorder is given a simple statistical form.

Take one such double well. Atomic units with ħ = 1 are used in the algebra, and Boltzmann's constant k is kept. Let the two localized states differ in energy by the asymmetry Δ ≥ 0, and let tunnelling connect them with matrix element −Δ0/2. In the localized basis

H = ½(Δ σz − Δ0 σx).

The Pauli matrices anticommute and square to one, so H² = ¼(Δ² + Δ0²). The levels are therefore ±E/2, with

E = √(Δ² + Δ0²).

To see how Δ0 depends on the barrier, consider a particle of unit mass in the symmetric well V = ω²(x² − a²)²/(8a²), whose minima have frequency ω. Let φ(x) be the state localized at x = a, with energy E₀, and let ψ± = [φ(x) ± φ(−x)]/√2. Multiply the Schrödinger equation for ψ₊ by φ, that for φ by ψ₊, subtract, and integrate over x > 0:

(E₊ − E₀)∫ψ₊φ dx = ½[ψ₊′φ − φ′ψ₊] at x = 0.

Here ψ₊′(0) = 0, ψ₊(0) = √2 φ(0), and the integral is nearly 1/√2, so E₊ − E₀ = −φ(0)φ′(0). The odd state gives the opposite sign, and the splitting is 2φ(0)φ′(0).

Under the barrier, with E₀ ≈ ω/2, the semiclassical state is φ = (c/√p) exp(∫p dx), the integral running from 0 to x, where

p = √(2V − ω) ≈ ω(a² − x²)/(2a) − a/(a² − x²).

The second term integrates to the factor √[(a − x)/(a + x)]. The first, taken from −a to a, is the barrier action S = 2ωa²/3. Near x = a the state becomes c exp(S/2) exp[−ω(x − a)²/2]/√(2aω). Matching it to the oscillator ground state, of amplitude (ω/π)^¼, gives c² = 2aω√(ω/π) exp(−S). At the centre φ′ ≈ pφ, so the splitting is 2c². With a² = 3S/(2ω),

Δ0 ≈ 2ω√(6S/π) exp(−S).

Diagonalizing this well gives 0.863 of the formula at S = 8 and 0.913 at S = 12. Between these actions the exponential falls by a factor e⁴ ≈ 55, while √S grows by a factor of only 1.2. It is thus reasonable to write

Δ0 = Ω exp(−λ)

with a fixed energy Ω, and to put the randomness into λ. The statistical assumption is that the number of systems per volume is P dΔ dλ, with P constant. If negative Δ were counted separately with the same P, the total heat capacity of the tunnelling systems would double. For Δ the assumption is mild, because kT samples a small part of a broad distribution. For λ it is a hypothesis about the structure of the glass.

A system in equilibrium has mean energy −(E/2)tanh(E/2kT). Differentiating with respect to T, and writing x = E/kT, gives its heat capacity

k w(x), w(x) = (x²/4) sech²(x/2).

It takes up this heat only as fast as it can exchange energy with phonons. A strain e changes Δ by 2ge, which adds g e σz to H. Write Δ = E cos θ and Δ0 = E sin θ. The upper eigenstate is (cos θ/2, −sin θ/2) and the lower is (sin θ/2, cos θ/2), so the matrix element of σz between them is sin θ = Δ0/E. Among systems of equal E, a symmetric one couples most strongly and a very asymmetric one relaxes slowly.

In a volume V of mass density ρ, a phonon of wave number q and frequency vq has a strain amplitude whose square is q²/(2ρV vq). Directional averages are absorbed in g. With n the Bose number at energy E, the golden rule for emission into one branch is

Γ↓ = 2π Σ_q g²(Δ0/E)² [q²/(2ρV vq)] (n + 1) δ(vq − E).

The sum becomes V∫q² dq/(2π²), and the delta function sets q = E/v and contributes 1/v:

Γ↓ = g²Δ0²E (n + 1)/(2πρv⁵).

Absorption has n in place of n + 1. The upper-level population obeys dp/dt = −Γ↓p + Γ↑(1 − p), so it approaches equilibrium at the rate Γ↓ + Γ↑. Since 2n + 1 = coth(E/2kT),

1/τ = AΔ0²E coth(E/2kT), A = Σ g²/(2πρv⁵),

summed over one longitudinal and two transverse branches; in ordinary units A is divided by ħ⁴.

The example uses round values in the rough regime of vitreous silica: couplings of 1.0 eV (longitudinal) and 0.65 eV (transverse), sound speeds of 5800 and 3800 m/s, a density of 2200 kg/m³, P = 0.15 eV⁻¹nm⁻³ and Ω = 10 meV. They give A = 7.53×10¹⁹ eV⁻³s⁻¹. For Δ = 1.6kT = 13.79 µeV and Δ0 = 1.2kT = 10.34 µeV at 0.1 K, the formula gives a rate of 1.821×10⁵ s⁻¹. An explicit sum over plane waves in a box thirty wavelengths wide, with the delta function replaced by a Gaussian of standard deviation E/30, gives 1.825×10⁵ s⁻¹. The excess of 0.23% is what the Gaussian produces when it averages the curved function E³coth(E/2kT) to second order.

The heat taken up by time t can now be summed. Suppose the phonons are raised by δT at time zero and held there. A system has then absorbed k w(x)[1 − exp(−t/τ)]δT, and C(T,t) is the total divided by δT. To collect systems of equal energy, set

Δ = E tanh u, Δ0 = E sech u, λ = ln(Ω/E) + ln cosh u.

The Jacobian is (∂Δ/∂E)(∂λ/∂u) − (∂Δ/∂u)(∂λ/∂E) = tanh²u + sech²u = 1, so P dΔ dλ = P dE du. For kT far below Ω, u may run from 0 to infinity. At given E the fastest system is the symmetric one, with 1/τₘ = AE³coth(E/2kT), and the others have 1/τ = sech²u/τₘ. With s = t/τₘ, the number of active systems per volume and energy is

N(E,t) = P∫₀^∞ du [1 − exp(−s sech²u)].

Substitute r = sech²u, for which dr = −2r√(1 − r) du:

N = (P/2)∫₀¹ dr [1 − exp(−sr)]/[r√(1 − r)].

Split 1/√(1 − r) into 1 and the remainder. The first part, with y = sr, is ∫₀^s dy (1 − e^(−y))/y. Integration by parts turns it, for large s, into ln s − ∫₀^∞ e^(−y) ln y dy = ln s + γ, where γ = 0.5772 is Euler's constant. In the second part the exponential can be dropped for large s. With r = 1 − q² it becomes ∫₀¹ 2dq/(1 + q) = 2 ln 2 = ln 4. The dropped piece is ∫₀¹ dr exp(−sr)(½ + …) ≈ 1/(2s), because the remainder divided by r tends to ½ at small r. Hence

N(E,t) = (P/2)[ln(4t/τₘ) + γ − 1/(2s) + …].

The logarithm arises because τ is exponential in λ: lengthening the measurement from t₁ to t₂ admits a further interval ½ ln(t₂/t₁) of λ, and λ is uniformly filled. If one instead counted every system with τ < t as fully relaxed and the rest as frozen, u would stop at arccosh √s ≈ ½ ln 4s, and γ would be missing.

It remains to add the energies, C = k²T∫₀^∞ dx w(x)N. Since w = −x² df/dx with f = 1/(eˣ + 1), integration by parts gives

∫₀^∞ w dx = 2∫₀^∞ x f dx = 2(1 − 1/4 + 1/9 − …) = π²/6.

The logarithm of 1/τₘ separates into ln[A(kT)³] and ln[x³coth(x/2)]. Let K be the mean of the latter with weight w; quadrature gives K = 3.337. For t well above the shortest relaxation times of thermal systems,

C(T,t) = (π²/12) P k²T Λ, Λ = ln[4At(kT)³] + γ + K.

At 0.1 K, kT = 8.617×10⁻⁶ eV. For t = 1 s the argument of the logarithm is 4 × 7.526×10¹⁹ × 6.399×10⁻¹⁶ = 1.93×10⁵, so Λ = 12.169 + 0.577 + 3.337 = 16.083. The prefactor is 0.8225 × 0.15 × (8.617×10⁻⁵)² × 0.1 = 9.16×10⁻¹¹ eV/(K nm³), or 0.0916 eV/(K µm³). The product is C = 1.473 eV/(K µm³), equal to 1.07×10⁻⁴ J/(kg K). Each decade of time adds 0.0916 × ln 10 = 0.211 eV/(K µm³).

A direct double sum over Δ and λ, with each heat capacity taken from a finite difference of the thermal energy, reproduces the formula to the four decimals printed from 10 ms to 10⁴ s. At 0.1 ms the sum gives 0.6285 and the formula 0.6296; the first omitted term, −1/(2s), has the sign of this difference. The sharp cut at τ = t gives 1.421 at 1 s, lower by 3.6%, which is γ/Λ.

The temperature law is linear up to the logarithm. At fixed t, Λ grows by 3 per unit of ln T, so

d ln C/d ln T = 1 + 3/Λ.

At 1 s this exponent is 1.21 at 0.05 K, 1.19 at 0.1 K and 1.14 at 0.5 K, and the direct sum agrees. The factor T counts the systems with E up to about kT; the excess arises because relaxation at fixed E/kT and fixed Δ0/E speeds up as T³, so a hotter glass brings more of its systems into play within the same second. If t were changed so that tT³ stayed fixed, this formula would be strictly proportional to T.

Changing one distribution at a time shows what each contributes. If λ is restricted so that Δ0 exceeds 1 µeV, with all else unchanged, every system that matters at 0.1 K has relaxed within 1 s, and C shows no rise from 1 s to 100 s; the wide distribution gives 28.6%. If instead all wells are symmetric, with a constant density in λ, then dλ = dx/x in magnitude, and after full relaxation C per unit density is k∫w dx/x = k∫f dx = k ln 2, independent of temperature. The direct sum gives 0.693k at both 0.1 K and 0.4 K. With λ uniformly filled, the linear factor T therefore comes from the spread of asymmetries. The logarithm in time needs a wide range of λ together with nonzero asymmetries, though not a spread of them: λ must extend to systems slower than the measurement, and these, having Δ0 far below kT, take up appreciable heat only if their asymmetry is of order kT.

The logarithm cannot continue for ever if the heat capacity is to be finite. Let D be the smallest tunnelling energy. After all systems have relaxed, u runs up to arccosh(E/D) ≈ ln(2E/D), and

C(T,∞) = (π²/6) P k²T [ln(2kT/D) + ⟨ln x⟩],

where the mean with weight w is ⟨ln x⟩ = 1.046. For a chosen D = 10⁻¹¹ eV this is 2.82 eV/(K µm³) at 0.1 K, and the slowest system with E = 2.4kT needs 5.4×10⁶ s, about two months. The time law holds well before that. The bracket is 15.4 and now grows by 1 per unit of ln T, so the exponent falls to 1 + 1/15.4 = 1.06.

An experiment may instead deliver a heat pulse and watch the temperature, without holding it fixed after a step. Let a heat Q produce the rise θ(t). Q must be so small that θ stays well below T even just after the pulse, when the phonons hold nearly all the heat and, at 0.1 K, θ is more than a hundred times its value at 1 s. For the later times of interest, neglect the small heat capacity of the phonons. Superposing small steps gives Q = ∫C(t − t′)dθ(t′), or in Laplace transforms θ̂(z) = Q/[z·zĈ(z)]. Let B = (π²/12)Pk²T. The transform of ln t is −(γ + ln z)/z, so with z = y/t the logarithmic law becomes zĈ = B(Λ − δ), δ = γ + ln y. Inverting the transform and expanding in 1/Λ,

θ(t) = (Q/BΛ)[1 + ⟨δ⟩/Λ + ⟨δ²⟩/Λ² + …],

where ⟨…⟩ denotes the contour integral (1/2πi)∫dy e^y(…)/y. From Γ's contour representation, ⟨exp(εδ)⟩ = exp(γε)/Γ(1 − ε) = exp(−π²ε²/12 − …), so ⟨δ⟩ = 0 and ⟨δ²⟩ = −π²/6. The apparent heat capacity is

Q/θ(t) = C(T,t)[1 + π²/(6Λ²) + …].

It is slightly larger because the systems that relax late respond to an earlier, warmer phonon bath. At 0.1 K and 1 s the leading correction is 0.64%; numerical inversion without the expansion gives about 0.7%. The neglected phonon heat capacity is of the same size here: with it kept, Q/θ exceeds the tunnelling C by 1.4%, and exceeds the sum of the tunnelling and phonon parts by about 0.7%. The two kinds of measurement differ little here because Λ is large.

Set beside real vitreous silica, the result of about 10⁻⁴ J/(kg K) at 0.1 K has the measured order of magnitude; with rough parameters no closer comparison is warranted. The assumption most open to doubt is the constant P. If the density of systems instead grew as E^μ, C would gain a factor T^μ, and μ = 0.1 would move the exponent at 0.1 K from 1.19 to about 1.29. Phonons must also be added. In the model they amount to 0.7% of the tunnelling part at 0.1 K and 1 s, but their T³ law brings this to 14% at 0.5 K and to equality at 1.4 K.

Three other neglected effects can be estimated, and they are small at 0.1 K. The level width ħ/τₘ is 2.5×10⁻⁵ of E at E = 2.4kT. The strain-mediated interaction between active systems, estimated as g²/(ρv²) times their density PkTΛ/2 with transverse values, is of the order of 0.3% of kT. At E = 2.4kT, the slowest systems active at 1 s have Δ0 ≈ 2.3×10⁻⁸ eV and λ ≈ 13. In the quartic well the barrier is V(0) = 3Sω/16, and Δ0 fixes only a combination of S and ω, since the prefactor 2ω√(6S/π) is about 10ω at such actions. The crude identification S = λ, ω = Ω used in the numerical output gives 24 meV and 10 K, but that well has a Δ0 nine times too large. Matching Δ0 with ω = 10 meV needs S ≈ 15.3 and a barrier of 29 meV; matching it with S = 13 needs ω ≈ 1.1 meV and a barrier of 2.7 meV. With an attempt frequency ω/2π, thermal hopping takes 1 s near 12 K in the first case and near 1 K in the second. These classical estimates are rough, but in both cases hopping is negligible at 0.1 K. Relaxation by two phonons is left out and has not been sized; where it competes, τ is shorter than assumed and the T³ inside the logarithm no longer holds. The full set of values is in the numerical output below.

Calculated quantities

```
P = 0.15 1/(eV nm^3); Omega = 10.0 meV
mass density = 2200 kg/m^3
longitudinal: branches 1, coupling 1.0 eV, speed 5800 m/s
transverse: branches 2, coupling 0.65 eV, speed 3800 m/s
rate constant A = 7.5262e+19 1/(eV^3 s)
kT at 0.1 K = 8.6173e-06 eV
well action 8: splitting/semiclassical = 0.8634
well action 12: splitting/semiclassical = 0.9127
biased well, two-state relative error = -3.5e-09
rate test: Delta = 1.379e-05 eV, Delta0 = 1.034e-05 eV
rate, plane-wave sum = 1.8254e+05 1/s
rate, formula = 1.8212e+05 1/s
K = 3.33731; mean ln x = 1.04597 (pure numbers)
Lam at 0.1 K, 1 s = 16.083
C at 0.1 K in eV/(K um^3): time, direct sum, formula
  t = 1e-04 s: 0.6285, 0.6296
  t = 1e-02 s: 1.0515, 1.0515
  t = 1e+00 s: 1.4734, 1.4734
  t = 1e+02 s: 1.8953, 1.8953
  t = 1e+04 s: 2.3172, 2.3172
rise per decade of time = 0.2109 eV/(K um^3)
C at 1 s in eV/(K um^3), exponent direct, exponent formula
  T = 0.05 K: 0.6415, 1.2142, 1.2142
  T = 0.10 K: 1.4734, 1.1865, 1.1865
  T = 0.20 K: 3.3278, 1.1652, 1.1652
  T = 0.50 K: 9.5788, 1.1435, 1.1435
C at 0.1 K, 1 s = 1.073e-04 J/(kg K)
relative shift on doubling grid step = 5.6e-13
C with sharp cut tau < t = 1.4206 eV/(K um^3)
rise 1 s to 100 s, wide lam range = 28.63 %
rise 1 s to 100 s, Delta0 > 1e-6 eV = 0.0e+00 %
symmetric wells, C/(k density in lam) at 0.1 K = 0.69315
symmetric wells, C/(k density in lam) at 0.4 K = 0.69315
smallest Delta0 chosen = 1e-11 eV
saturated C at 0.1 K = 2.8227 eV/(K um^3)
shortest tau at E = 2.4 kT, 0.1 K = 1.252e-06 s
longest tau at E = 2.4 kT, 0.1 K = 5.356e+06 s
pulse experiment, excess of apparent C = 0.695 %
pulse excess, leading formula = 0.636 %
phonon C / tunnelling C at 0.1 K = 7.18e-03
phonon C equals tunnelling C (1 s) at T = 1.44 K
level width / E at E = 2.4 kT = 2.5e-05
interaction between systems / kT, estimate = 2.6e-03
slowest active system at 1 s: Delta0 = 2.31e-08 eV
its lam = 12.98, barrier estimate = 24.3 meV
thermal hopping within 1 s sets in near 9.9 K (estimate)
```
